# Bruggeman and Maxwell-Garnett permittivities of a porous dielectric to second order

## Problem

An insulator between copper lines is made porous to lower its permittivity. The solid matrix has relative permittivity $m>1$, and a volume fraction $p$ of it is replaced by empty spherical voids of relative permittivity 1. The material is isotropic, linear and lossless. The voids are small compared with the distance over which the applied field varies, so that electrostatics and an effective relative permittivity $k$ apply.

(a) Find the field inside a single void, and from it the effective permittivity to first order in $p$.

(b) Derive the Maxwell-Garnett permittivity $k_{MG}$ from a coated sphere and expand it to second order in $p$.

(c) Do the same for the Bruggeman permittivity $k_B$, defined by a vanishing mean dipole of voids and matrix grains in the effective medium.

(d) Compare the two expansions, and explain the sign of their difference physically.

(e) Decide whether the ordering found at small $p$ survives at every porosity, and find where the two power series converge.

(f) Evaluate both rules for $m=3.0$ and $p=0.25$. Compare their difference with the effects of void shape, absorbed water and damaged sidewalls.

Three abbreviations are used throughout:
$$d=m-1,\qquad s=1+2m,\qquad b=\frac{1-m}{1+2m}=-\frac ds .$$
For $m>1$ the contrast $b$ lies between $-1/2$ and 0.

## Solution

### (a) One void and the dilute limit

Take a sphere of radius $a$ and permittivity $k_i$ in a medium of permittivity $k_o$, with a uniform field $E_0$ far away. The solutions of Laplace's equation with the angular dependence of the applied field are $r\cos\theta$ and $\cos\theta/r^2$. The second is singular at the centre and is absent inside:
$$\phi_{in}=-E_{in}\,r\cos\theta,\qquad \phi_{out}=-E_0\left(r-\beta\frac{a^3}{r^2}\right)\cos\theta .$$
Continuity of the potential at $r=a$ gives $E_{in}=E_0(1-\beta)$. The radial field outside is $E_0(1+2\beta a^3/r^3)\cos\theta$, so continuity of the normal displacement gives $k_iE_{in}=k_oE_0(1+2\beta)$. Eliminating $E_{in}$,
$$k_i(1-\beta)=k_o(1+2\beta)\quad\Rightarrow\quad \beta=\frac{k_i-k_o}{k_i+2k_o},\qquad \frac{E_{in}}{E_0}=\frac{3k_o}{k_i+2k_o}. \tag{1}$$
For a void in the matrix, $\beta=b$ and the field factor is $3m/s>1$. The field in the void exceeds the applied field.

The effective permittivity is the ratio of the average displacement to the average field $\langle E\rangle$. The displacement, in units of the vacuum permittivity, is $mE$ in the matrix and $E$ in the voids. If $E_v$ is the average field in the voids, then
$$k\langle E\rangle=m\langle E\rangle+p(1-m)E_v. \tag{2}$$
This holds at any porosity. When the voids are few and far apart, each sees the average field up to corrections that vanish with $p$, so $E_v=(3m/s)\langle E\rangle$ and
$$k=m+p(1-m)\frac{3m}{s}+O(p^2)=m\,(1+3bp)+O(p^2). \tag{3}$$
The slope rests on the response of one isolated sphere. The next order involves the field that one void produces at another, and therefore depends on how the voids are arranged.

### (b) Maxwell-Garnett

Surround a void of radius $a$ by a matrix shell of outer radius $R$, with $a^3/R^3=p$. Place this coated sphere in a medium of permittivity $k$, and choose $k$ so that the field outside remains uniform. Matching at the void surface fixes the ratio of the two potential terms in the shell, exactly as in (1):
$$\phi_{shell}=-E_s\left(r-b\frac{a^3}{r^2}\right)\cos\theta .$$
At $r=R$ the outside potential is $-E_0r\cos\theta$. Continuity of potential and of normal displacement then requires
$$E_s(1-bp)=E_0,\qquad mE_s(1+2bp)=kE_0 .$$
Dividing the second by the first,
$$k_{MG}=m\,\frac{1+2bp}{1-bp}. \tag{4}$$
Such a sphere can replace a piece of the medium $k$ without changing anything outside it. Repeating the replacement with spheres of many sizes, until space is filled, gives a composite whose permittivity is (4).

Since $1+2x=(1-x)+3x$, the fraction with $x=bp$ equals $1+3x/(1-x)$. The geometric series gives
$$k_{MG}=m\left[1+3bp+3b^2p^2+O(p^3)\right]. \tag{5}$$

### (c) Bruggeman

Bruggeman's rule treats voids and matrix on an equal footing. Each is represented by spheres embedded in the unknown effective medium, and the volume-weighted mean of their dipole factors must vanish:
$$p\,\frac{1-k}{1+2k}+(1-p)\,\frac{m-k}{m+2k}=0. \tag{6}$$
Multiply by $(1+2k)(m+2k)$. The two products that appear are
$$(1-k)(m+2k)=m+(2-m)k-2k^2,$$
$$(m-k)(1+2k)=m+(2m-1)k-2k^2 .$$
With weights $p$ and $1-p$, the constant and quadratic terms are unchanged, and the coefficient of $k$ becomes
$$B=p(2-m)+(1-p)(2m-1)=2m-1-3pd .$$
Reversing the overall sign leaves
$$Q(k)\equiv 2k^2-Bk-m=0,\qquad k_B=\frac{B+\sqrt{B^2+8m}}{4}. \tag{7}$$
The product of the roots is $-m/2<0$, so one root is positive and the other negative. The positive one is the permittivity.

To expand it, put $k=m(1+u)$ into $Q=0$ and divide by $m$:
$$2m(1+u)^2-B(1+u)-1=0 .$$
The constant term is $2m-B-1=3pd$. The coefficient of $u$ is $4m-B=2m+1+3pd=s+3pd$. Hence
$$2mu^2+(s+3pd)\,u+3pd=0. \tag{8}$$
The square root in (7) is smooth at $p=0$, so $u=u_1p+u_2p^2+\dots$ is justified. At order $p$,
$$su_1+3d=0\quad\Rightarrow\quad u_1=-\frac{3d}{s}=3b .$$
At order $p^2$,
$$2mu_1^2+su_2+3du_1=0\quad\Rightarrow\quad u_2=-\frac{u_1}{s}(2mu_1+3d).$$
Using $u_1=3b$ and $d=-sb$, the bracket is $6mb-3sb=3b(2m-s)=-3b$. Therefore $u_2=9b^2/s$, and
$$k_B=m\left[1+3bp+\frac{9b^2}{1+2m}p^2+O(p^3)\right]. \tag{9}$$

### (d) Agreement and difference

The first-order terms in (5) and (9) agree with each other and with the dilute result (3). At second order the difference of the brackets is
$$\frac{9b^2}{s}-3b^2=3b^2\,\frac{3-s}{s}=3b^2\,\frac{2-2m}{s}=6b^3,$$
because $(1-m)/s=b$. Thus
$$k_B-k_{MG}=6mb^3p^2+O(p^3). \tag{10}$$
For $m>1$, $b$ is negative and Bruggeman gives the lower value. For inclusions of higher permittivity than their host, $m<1$ in these units, $b$ is positive and the order is reversed.

The sign can be traced to the field in the voids. By (2), a larger void field means a lower permittivity, since $1-m$ is negative. In the coated sphere the void field is
$$\frac{E_v}{E_0}=\frac{E_s(1-b)}{E_0}=\frac{1-b}{1-bp}=\frac{3m}{s}\left(1+bp+\dots\right),$$
where $1-b=3m/s$. In Bruggeman's picture the void lies in the medium $k$, and its field factor is $3k/(1+2k)$. The mean field over both kinds of sphere equals $E_0$, because the mean dipole factor vanishes, so (2) applies with $\langle E\rangle=E_0$.

The derivative of this factor with respect to $k$ is $3/(1+2k)^2$. A change $\delta k=3mbp$ from $k=m$ therefore gives
$$\frac{3k}{1+2k}=\frac{3m}{s}+\frac{3}{s^2}\,3mbp+\dots=\frac{3m}{s}\left(1+\frac{3b}{s}p+\dots\right).$$
Both corrections are negative, but Bruggeman's is smaller in size because $s>3$. Its voids keep more field and lower the permittivity more. Multiplying the corrections by the first-order term $3bp$ reproduces the second-order terms $3b^2p^2$ and $9b^2p^2/s$.

### (e) All porosities, limits and convergence

To compare the rules at finite $p$, insert $k_{MG}$ into Bruggeman's quadratic. Write $k_{MG}=mN/M$ with
$$N=s-2pd,\qquad M=s+pd,\qquad N-M=-3pd .$$
Then $Q(k_{MG})=(m/M^2)\,(2mN^2-BNM-M^2)$. Since $2m-B=1+3pd$, the bracket can be rearranged:
$$\begin{aligned}
2mN^2-BNM-M^2&=2mN(N-M)+(1+3pd)NM-M^2\\
&=-6pd\,mN+M(N-M)+3pd\,NM\\
&=3pd\,[N(M-2m)-M].
\end{aligned}$$
Here $M-2m=1+pd$, so the last bracket is $N-M+pdN=pd(N-3)$. Also $N-3=2m-2-2pd=2d(1-p)$. The result is
$$Q(k_{MG})=\frac{6m\,p^2(1-p)\,d^3}{(s+pd)^2}. \tag{11}$$
The roots of $Q$ are $k_B$ and $-m/(2k_B)$, so $Q(k)=2(k-k_B)[k+m/(2k_B)]$. It follows that
$$k_{MG}-k_B=\frac{Q(k_{MG})}{2\left[k_{MG}+m/(2k_B)\right]}. \tag{12}$$
The denominator is positive. For $m>1$ the Bruggeman value is therefore lower at every $0<p<1$. At $p=0$ and $p=1$ the two agree, with values $m$ and 1.

Two limits show how the gap depends on contrast. For weak contrast, $d\to0$, the denominators in (11) and (12) tend to 9 and 3, and the gap becomes $\tfrac29p^2(1-p)d^3$. The rules then agree through second order in the contrast.

For strong contrast, $m\to\infty$ at fixed $p$, $b\to-1/2$ and
$$\frac{k_{MG}}m\to\frac{1-p}{1+p/2},\qquad \frac{k_B}m\to1-\frac{3p}{2}\quad\left(p<\tfrac23\right).$$
The second limit follows from $B/m\to2-3p$. When this is negative, the square root cancels it at leading order and $k_B/m\to0$. On the scale of $m$, Bruggeman's matrix ceases to carry displacement once $p$ passes $2/3$. In the coated-sphere structure the matrix stays connected up to $p=1$.

The Maxwell-Garnett series converges for $|p|<1/|b|$, which includes all physical porosities because $|b|<1/2$. The Bruggeman series is limited by the complex zeros of the square root, $B=\pm i\sqrt{8m}$. There
$$|3pd|^2=(2m-1)^2+8m=(2m+1)^2\quad\Rightarrow\quad |p|=\frac{s}{3d}. \tag{13}$$
This radius falls below 1 when $2m+1<3m-3$, that is, for $m>4$.

### (f) A porous low-permittivity film

The values $m=3.0$ and $p=0.25$ are roughly those of a porous organosilicate glass. They give $b=-2/7=-0.2857$. The coefficients of $p$ and $p^2$ in the permittivity itself are

- first order, both rules: $3mb=-2.571$;
- second order, Maxwell-Garnett: $3mb^2=0.735$;
- second order, Bruggeman: $9mb^2/s=0.315$.

The full formulas give
$$k_{MG}=3\,\frac{1-0.1429}{1+0.0714}=2.400,\qquad k_B=\frac{3.5+\sqrt{3.5^2+24}}4=2.380 .$$
The first-order value is $3-2.571\times0.25=2.357$, below both. Adding the second-order terms gives 2.403 and 2.377. The radii of convergence are $|p|=3.50$ for Maxwell-Garnett and 1.17 for Bruggeman, so both series converge here.

| $p$ | $k_{MG}$ | $k_B$ | $k_B-k_{MG}$ | $6mb^3p^2$ |
|---|---|---|---|---|
| 0.05 | 2.8732 | 2.8722 | −0.0010 | −0.0010 |
| 0.10 | 2.7500 | 2.7462 | −0.0038 | −0.0042 |
| 0.25 | 2.4000 | 2.3802 | −0.0198 | −0.0262 |
| 0.40 | 2.0769 | 2.0365 | −0.0404 | −0.0672 |

The leading term increasingly overestimates the gap. At $p=0.25$, dividing (12) by its leading term gives three factors: $1-p=0.75$, $(s/M)^2=(7/7.5)^2=0.87$, and $s/[2k_{MG}+m/k_B]=1.16$. Their product is about 0.75, which accounts for the reduction from 0.0262 to 0.0198.

The gap is 0.8% of $k_{MG}$. With the line geometry fixed and the film filling all the space that contains field, capacitance is proportional to $k$ and changes by the same percentage. The choice of rule also affects a porosity inferred from a permittivity. For $k=2.400$, (7) gives $B=2k-m/k=3.55$, hence $p=(5-3.55)/6=0.242$, against 0.250 from Maxwell-Garnett.

**Void shape.** For randomly oriented voids, (2) needs the field factor averaged over directions. A long needle has factor 1 along its axis, because the tangential field is continuous. Across the axis the outside term is $\cos\theta/r$, and the matching conditions become $E_{in}=E_0(1-\beta)$ and $E_{in}=mE_0(1+\beta)$, so the factor is $2m/(m+1)=1.5$. A thin disc has factor 1 in its plane and $m=3$ along its normal, where the displacement is continuous. The averages are
$$f_{needle}=\frac{1+2(1.5)}3=1.333,\qquad f_{disc}=\frac{2+3}3=1.667,$$
against $f_{sphere}=9/7=1.286$. The first-order shifts $p(1-m)(f-f_{sphere})$ at the same porosity are −0.024 for needles and −0.19 for discs. At 25% porosity these first-order values overstate the effect, since interactions are omitted. A simple allowance lets each void see the average field in the matrix, $E_m$, so that $E_v=fE_m$ and $\langle E\rangle=(1-p+pf)E_m$. Then (2) gives $k=m+p(1-m)f/(1-p+pf)$, which reproduces (4) for spheres. It gives 2.385 for needles and 2.286 for discs, shifts of −0.015 and −0.114. The needle shift is about three quarters of the gap between the two rules, and the disc shift is nearly six times the gap. The value 2.286 reappears in the next paragraph. It is the Hashin–Shtrikman lower bound for any isotropic mixture of these two phases at this porosity, so a shift of −0.19 cannot be reached.

**Connected air.** Exchange the roles in the coated sphere, so that solid grains are coated by air. The grain's dipole factor in air is $\gamma=(m-1)/(m+2)=0.4$, and
$$k=\frac{1+2\gamma(1-p)}{1-\gamma(1-p)}=\frac{1.6}{0.7}=2.286 .$$
This lies 0.114 below $k_{MG}$ at equal porosity. Its slope at $p=0$ is $-3\gamma/(1-\gamma)^2=(1-m)(m+2)/3$, which is the disc slope and not the spherical one: a thin air shell acts locally as a flat void. The slope in (3) thus belongs to isolated spherical voids and is not fixed by the porosity alone.

**Water.** Let water take up 1% of the film volume as a uniform lining of the pores, with total pore volume still 25%. Its permittivity is taken as roughly 80, the bulk value. This is an assumption, and a thin adsorbed layer may respond less. Air then fills $0.24/0.25=0.96$ of each pore. By (4), with water as the host, a lined pore acts on its surroundings as a uniform sphere of permittivity
$$k_p=80\,\frac{1+2(0.96)b_w}{1-0.96\,b_w}\approx3.15,\qquad b_w=\frac{1-80}{1+160}.$$
Using $(k_p-m)/(k_p+2m)$ in place of $b$ in (4) gives $k=3.04$, compared with 2.40 when dry. In this model the lining cancels the whole benefit of the pores.

The model exaggerates the effect in small pores. In a pore 2 nm in diameter the lining would take up $1-0.96^{1/3}=1.4\%$ of the radius, or 0.014 nm, far less than the size of a water molecule (about 0.3 nm). So little water cannot form a continuous shell. If the same water is instead a compact drop at the centre of each pore, again with permittivity 80, the pore acts as a sphere of permittivity 1.12 and the film has $k=2.44$. In a 2 nm pore such a drop would hold only about six molecules, so the bulk permittivity is not justified here either. With 5 in place of 80, the rise above the dry value would be 0.025 instead of 0.043. The effect therefore depends strongly on how the water is arranged, and 3.04 is not a prediction for this film.

**Damaged sidewalls.** Suppose the lines are 20 nm apart and processing leaves a layer 2 nm thick on each wall, with a rough permittivity of 4. Treating the facing walls as plates, the layers are in series:
$$k_{wall}=\frac{20}{16/2.400+4/4}=2.61 .$$
The increase of 0.21 is about ten times the gap between the rules.

**Field strength.** A voltage of 0.7 V across 20 nm gives a mean field of 0.35 MV/cm. The isolated-void factor 1.286 would raise this to 0.45 MV/cm, or 0.09 V across a pore 2 nm in diameter. At 25% porosity the coated-sphere factor from part (d) is $(1-b)/(1-bp)=1.20$, which gives 0.42 MV/cm. In either case an electron crossing the pore would gain less than 0.1 eV, far below the energy of more than 10 eV needed to ionize a molecule of nitrogen, oxygen or water vapour. This estimate concerns gas in a single pore and says nothing about leakage or breakdown through the solid matrix.

With the amounts and permittivities assumed here, water raises the permittivity by about 0.04 as compact drops and by 0.6 as an idealized continuous lining, and wall damage raises it by about 0.2. The choice of rule changes it by 0.02. In these estimates, wall damage matters more than the choice between the two rules. Water can also matter more, but its effect depends on how it is arranged and on its permittivity in so small a pore. The capacitance of real lines also includes barrier and capping layers, for which the simple proportionality to $k$ does not hold.

Numerical values quoted here were computed with a short program.
